\section*{Nonpolar optical phonon scattering and its relaxation time, derived twice, part 2}

A carrier of charge $q_c$, $|q_c|=e$, in an isotropic parabolic band, $E=\hbar^2k^2/2m$, with plane-wave states, scatters from an optical branch whose frequency $\omega_0$ does not depend on $\mathbf q$. The coupling is $H'=D\,u(\mathbf r)$, with $D$ constant, in energy per length. With mass density $\rho$ and crystal volume $V$, the displacement is
\begin{equation}
u(\mathbf r)=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega_0}}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\label{modes}
\end{equation}
The phonons stay in equilibrium, $N=1/(e^{\hbar\omega_0/kT}-1)$, so that
\begin{equation}
(N+1)e^{-\hbar\omega_0/kT}=N.
\label{balance}
\end{equation}
In $kT$, $k$ is Boltzmann's constant. The occupation for one spin direction is $f(\mathbf k)$, its average over directions at fixed energy is $\bar f(E)$, $E_\pm=E\pm\hbar\omega_0$, and $\theta$ is the unit step. $M$ is the matrix element of $H'$ between $\mathbf k$ and $\mathbf k'$, and $W$ the golden-rule transition probability. The density of states per volume for one spin direction is
\begin{equation}
g(E)=\frac{1}{2\pi^2}\,\frac{m}{\hbar^2}\,\frac{\sqrt{2mE}}{\hbar}=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\label{dos}
\end{equation}
For a dilute gas the total scattering rate is
\begin{equation}
\boxed{\ \frac1{\tau(E)}=A\left[N\sqrt{E_+}+(N+1)\sqrt{E_-}\,\theta(E_-)\right],\qquad A=\frac{D^2m^{3/2}}{\sqrt2\,\pi\rho\hbar^3\omega_0}.\ }
\label{rate}
\end{equation}
Its absorption and emission terms, $\Gamma_a$ and $\Gamma_e$, are equal at
\begin{equation}
E=\hbar\omega_0\,\frac{(N+1)^2+N^2}{(N+1)^2-N^2}=\hbar\omega_0\,\frac{2N^2+2N+1}{2N+1}.
\label{crossover}
\end{equation}
With $f=f_0+f_1$ and $f_0\propto e^{-E/kT}$, the in-scattering of $f_1$ and the collision term $C$ are
\begin{equation}
\sum_{\mathbf k'}W(\mathbf k'\to\mathbf k)f_1(\mathbf k')=\frac{\pi D^2}{\rho\omega_0}\left[(N+1)g(E_+)\bar f_1(E_+)+N g(E_-)\bar f_1(E_-)\theta(E_-)\right].
\label{in}
\end{equation}
\begin{equation}
\boxed{\ C[f_0+f_1]=-\frac{f_1(\mathbf k)}{\tau(E)}\qquad\text{whenever }\bar f_1(E)=0\text{ for all }E.\ }
\label{rta}
\end{equation}
The weak-field mobility is
\begin{equation}
\mu=\frac{e\langle\tau\rangle}{m},\qquad
\langle\tau\rangle=\frac{\int_0^\infty\tau(E)E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{3/2}e^{-E/kT}dE}.
\label{mobility}
\end{equation}
The heating perturbation $f_1=f_0E/kT$ has the apparent decay rate, in units of $1/\tau$,
\begin{equation}
-\frac{\tau\,C[f_1]}{f_1}=\frac{\hbar\omega_0}{E}\,\frac{\Gamma_e-\Gamma_a}{\Gamma_e+\Gamma_a}.
\label{heating}
\end{equation}
Heating at fixed density, $f_1=f_0(E/kT-\frac32)$, replaces $1/E$ by $1/(E-\frac32kT)$. With Pauli blocking, $f_0$ is the Fermi function and
\begin{equation}
\frac1{\tau(E)}=A\left\{\sqrt{E_+}\left[N+f_0(E_+)\right]+\sqrt{E_-}\left[N+1-f_0(E_-)\right]\theta(E_-)\right\}.
\label{degenerate}
\end{equation}

\subsection{Symbols and results carried over}

The carrier has mass $m$, energy $E=\hbar^2k^2/2m$ and free Hamiltonian $H_0$. It couples through $H'=D\,u(\mathbf r)$ to a dispersionless optical branch of frequency $\omega_0$ and thermal occupation $N$, in a crystal of density $\rho$ and volume $V$. The energies after absorption and emission are $E_\pm=E\pm\hbar\omega_0$, $g(E)$ is the density of states (\ref{dos}) for one spin direction, and $\bar f(E)$ is the average of $f(\mathbf k)$ over directions. The first derivation gave the rate (\ref{rate}), with prefactor $A$, and the statement (\ref{rta}) that a perturbation of zero shell average relaxes with this rate. Both are now obtained without the golden rule and without a transition probability between plane waves, for a dilute gas.

\subsection{The correlation function of the displacement}

With $a_{\mathbf q}(t)=a_{\mathbf q}e^{-i\omega_0t}$, $\langle a_{\mathbf q}a^\dagger_{\mathbf q}\rangle=N+1$ and $\langle a^\dagger_{\mathbf q}a_{\mathbf q}\rangle=N$, the mode expansion (\ref{modes}) gives
\begin{equation}
\langle u(\mathbf x,s)u(\mathbf y,0)\rangle=\frac{\hbar}{2\rho V\omega_0}\sum_{\mathbf q}\left[(N+1)e^{i\mathbf q\cdot(\mathbf x-\mathbf y)-i\omega_0s}+Ne^{-i\mathbf q\cdot(\mathbf x-\mathbf y)+i\omega_0s}\right].
\end{equation}
Because $\omega_0$ and $N$ do not depend on $\mathbf q$, the sum acts on the plane waves alone. Extended over all $\mathbf q$, it gives $V\delta(\mathbf x-\mathbf y)$:
\begin{equation}
\langle u(\mathbf x,s)u(\mathbf y,0)\rangle=K(s)\,\delta(\mathbf x-\mathbf y),\qquad
K(s)=\frac{\hbar}{2\rho\omega_0}\left[(N+1)e^{-i\omega_0s}+Ne^{i\omega_0s}\right].
\label{K}
\end{equation}
The displacements at different points are uncorrelated. A dispersionless branch transports no energy, so each point of the crystal vibrates on its own. Note also that $K(-s)=K^*(s)$.

\subsection{Equation of motion of the carrier}

Let $\chi$ be the density matrix of carrier and phonons in the interaction picture. It obeys $i\hbar\,\dot\chi=[H'(t),\chi]$. Integrating once, inserting the result on the right and tracing over the phonons gives
\begin{equation}
\dot\varrho(t)=-\frac1{\hbar^2}\int_0^tds\,\mathrm{Tr}_{\rm ph}\left[H'(t),\left[H'(t-s),\chi(t-s)\right]\right],
\end{equation}
where $\varrho$ is the density matrix of the carrier. The term of first order is absent because the initial state is taken as a product and $\langle u\rangle=0$.

Two approximations follow. To second order in $D$, $\chi(t-s)$ is replaced by $\varrho(t-s)$ times the equilibrium state of the phonons. If $\varrho$ changes little while the integrand contributes, $\varrho(t-s)$ may be replaced by $\varrho(t)$ and the upper limit by infinity.

Back in the Schr\"odinger picture, with $U=e^{-iH_0s/\hbar}$, the two carrier operators are the coupling now and the coupling a time $s$ earlier:
\begin{equation}
a=D\int d^3x\,u(\mathbf x,0)|\mathbf x\rangle\langle\mathbf x|,\qquad
b=D\int d^3y\,u(\mathbf y,-s)\,U|\mathbf y\rangle\langle\mathbf y|U^\dagger .
\end{equation}
The double commutator is $ab\varrho-b\varrho a$ plus the Hermitian conjugate of these two terms. In both, the phonon trace gives $\langle u(\mathbf x,0)u(\mathbf y,-s)\rangle=K(s)\delta(\mathbf x-\mathbf y)$.

The first term describes loss. The delta function sets $\mathbf y=\mathbf x$:
\begin{equation}
\mathrm{Tr}_{\rm ph}(ab\varrho)=D^2K(s)\int d^3x\,|\mathbf x\rangle\langle\mathbf x|U|\mathbf x\rangle\langle\mathbf x|U^\dagger\varrho=D^2K(s)R(s)\,U^\dagger\varrho .
\label{loss}
\end{equation}
Here $R(s)=\langle\mathbf x|U|\mathbf x\rangle$ is the amplitude that a free carrier is found after time $s$ at the point where it started. It does not depend on $\mathbf x$, so the remaining integral is the identity.

The second term describes gain. A spatially uniform state is diagonal in $\mathbf k$ with elements $f(\mathbf k)$, up to a normalization that drops out of this linear equation. Then
\begin{align}
\mathrm{Tr}_{\rm ph}(b\varrho a)&=D^2K(s)\int d^3x\,U|\mathbf x\rangle\langle\mathbf x|U^\dagger\varrho|\mathbf x\rangle\langle\mathbf x|=D^2K(s)Q(s)\,U,\\
Q(s)&=\langle\mathbf x|U^\dagger\varrho|\mathbf x\rangle=\frac1V\sum_{\mathbf k'}f(\mathbf k')e^{iE's/\hbar}=\int_0^\infty dE'\,g(E')\bar f(E')e^{iE's/\hbar}.
\label{Q}
\end{align}
The diagonal element for $\mathbf k$ is
\begin{equation}
\dot f(\mathbf k)=-\frac{2D^2}{\hbar^2}\,\mathrm{Re}\int_0^\infty ds\,K(s)\left[R(s)e^{iEs/\hbar}f(\mathbf k)-Q(s)e^{-iEs/\hbar}\right].
\label{master}
\end{equation}

\subsection{In-scattering and the relaxation time}

The gain term knows the occupation only through $Q(s)$, and by (\ref{Q}) $Q(s)$ contains only the shell averages. For a perturbation with $\bar f_1=0$ it vanishes at each $s$, before the time integral is done and thus before energy conservation is imposed. Whether the collision is elastic has no bearing on this step. The remaining term is $-f_1/\tau$, with
\begin{equation}
\frac1\tau=\frac{2D^2}{\hbar^2}\,\mathrm{Re}\int_0^\infty ds\,K(s)R(s)e^{iEs/\hbar}.
\label{tautime}
\end{equation}

In real space the reason is locality. A collision leaves behind a wave that starts from the point $\mathbf x$, and its strength depends on $\langle\mathbf x|U^\dagger\varrho|\mathbf x\rangle$ at that one point. A direction of motion is encoded in the phase difference between neighbouring points, to which a coupling proportional to the local value of an uncorrelated displacement does not respond.

For $\bar f\neq0$, the identity $\mathrm{Re}\int_0^\infty e^{i\epsilon s/\hbar}ds=\pi\hbar\,\delta(\epsilon)$ applied to the gain term gives
\begin{equation}
\frac{\pi D^2}{\rho\omega_0}\left[(N+1)g(E_+)\bar f(E_+)+Ng(E_-)\bar f(E_-)\theta(E_-)\right],
\end{equation}
which is the in-scattering (\ref{in}) of the first derivation.

\subsection{The time integral}

Inserting (\ref{K}) into (\ref{tautime}) leaves one integral at two energies:
\begin{equation}
\frac1\tau=\frac{D^2}{\hbar\rho\omega_0}\left[N\,J(E_+)+(N+1)\,J(E_-)\right],\qquad
J(\epsilon)=\mathrm{Re}\int_0^\infty ds\,R(s)e^{i\epsilon s/\hbar}.
\label{J}
\end{equation}
The return amplitude is a Gaussian integral. A factor $e^{-\eta E'/\hbar}$ with a short time $\eta>0$ makes it converge, and $\eta\to0$ at the end:
\begin{equation}
R_\eta(s)=\int\frac{d^3k'}{(2\pi)^3}\,e^{-\hbar k'^2(\eta+is)/2m}=\left[\frac{m}{2\pi\hbar(\eta+is)}\right]^{3/2}.
\end{equation}

For $\epsilon\le0$, rotate the path to $s=-iy$ with $y>0$. The singularity at $s=i\eta$ lies outside the rotated quadrant. The distant arc contributes nothing, because $|R_\eta|$ falls as $|s|^{-3/2}$ while the length of the arc grows as $|s|$. On the new path $R_\eta$ and the exponential $e^{\epsilon y/\hbar}$ are real and $ds=-i\,dy$, so the integral is imaginary and
\begin{equation}
J(\epsilon)=0\qquad(\epsilon\le0).
\end{equation}
This is the emission threshold.

For $\epsilon>0$, subtract $J(0)=0$. The integrand then contains $e^{i\epsilon s/\hbar}-1$, which behaves as $s$ at short times. Since $|\eta+is|\ge s$, the integrand is bounded by its value at $\eta=0$, which is integrable, and the limit may be taken inside. With $(is)^{-3/2}=e^{-3\pi i/4}s^{-3/2}$ and $\alpha=\epsilon/\hbar$,
\begin{equation}
J(\epsilon)=\left(\frac{m}{2\pi\hbar}\right)^{3/2}\mathrm{Re}\;e^{-3\pi i/4}\int_0^\infty ds\,s^{-3/2}\left(e^{i\alpha s}-1\right).
\end{equation}
Integrate by parts with $s^{-3/2}=-2\,ds^{-1/2}/ds$. The boundary terms vanish at both ends, and the substitution $s=y^2$ gives a Fresnel integral:
\begin{align}
\int_0^\infty ds\,s^{-3/2}\left(e^{i\alpha s}-1\right)&=2i\alpha\int_0^\infty ds\,s^{-1/2}e^{i\alpha s}=4i\alpha\int_0^\infty dy\,e^{i\alpha y^2}\notag\\
&=2i\alpha\sqrt{\frac\pi\alpha}\,e^{i\pi/4}=2\sqrt{\pi\alpha}\,e^{3\pi i/4}.
\end{align}
The phases cancel, and
\begin{equation}
J(\epsilon)=2\sqrt{\frac{\pi\epsilon}{\hbar}}\left(\frac{m}{2\pi\hbar}\right)^{3/2}=\frac{m^{3/2}\sqrt\epsilon}{\sqrt2\,\pi\hbar^2}\qquad(\epsilon>0).
\end{equation}
With this, (\ref{J}) becomes the rate (\ref{rate}), including its prefactor $A$. The square root, which came before from counting final states, comes here from the spreading of a free wave packet in three dimensions.

\subsection{What each derivation assumes}

Both derivations are of second order in $D$, keep the phonons in equilibrium and separate two time scales. The golden rule needs a collision that is complete before the next one begins. The second derivation needs $\varrho$ to change little during the memory time of the integrand. By (\ref{J}) the phases in that integrand turn at the rates $E_\pm/\hbar$, so a natural condition is $\hbar/\tau\ll|E-\hbar\omega_0|$ for emission and $\hbar/\tau\ll E_+$ for absorption. The first fails in a narrow range around the threshold, where the infinite slope of (\ref{rate}) should not be taken literally.

They differ in what they ask of the coupling. The Boltzmann argument needs $|M|^2$ to be constant over the wave vectors that connect the shells involved. The correlation argument, as written, needs a delta function in space and hence all $\mathbf q$, although a crystal supplies only those of its Brillouin zone. The Boltzmann route also takes in Pauli blocking with little effort, whereas (\ref{master}) holds for a dilute gas. In return, the correlation route shows that in-scattering vanishes before energy conservation enters.

Both also show how the result fails. If the displacements were correlated over a finite distance, the gain term would contain $\langle\mathbf y|U^\dagger\varrho|\mathbf x\rangle$ at separate points, which for odd $f_1$ need not vanish. The result also fails for uncorrelated displacements if the carrier responds to their gradient. The correlation of the coupling is then a second derivative of $\delta(\mathbf x-\mathbf y)$, still of zero range, and the gain term contains derivatives of $\langle\mathbf y|U^\dagger\varrho|\mathbf x\rangle$ at $\mathbf y=\mathbf x$, which carry the direction of motion. Take as an example of this second kind a coupling with $|M|^2\propto q^2$. It is rotationally invariant, yet $q^2=k^2+k'^2-2\mathbf k\cdot\mathbf k'$ favours large angles. Take $f_1=\mathbf k\cdot\mathbf c\,e^{-E/kT}$ with a fixed vector $\mathbf c$. The averages over the directions of $\mathbf k'$ are
\begin{equation}
\overline{q^2\,\mathbf k'\cdot\mathbf c}=-\tfrac23k'^2\,\mathbf k\cdot\mathbf c,\qquad \overline{q^2}=k^2+k'^2 .
\end{equation}
By (\ref{balance}), the Boltzmann factors turn the weights of the incoming processes into those of the outgoing ones. Above threshold the ratio of in-scattering to out-scattering is
\begin{equation}
r(E)=-\frac23\,\frac{N E_+^{3/2}+(N+1)E_-^{3/2}}{N\sqrt{E_+}\,(E+E_+)+(N+1)\sqrt{E_-}\,(E+E_-)} ,
\label{ratio}
\end{equation}
and below threshold the terms with $E_-$ are absent.

\subsection{Numerical example}

Take the round model values $m=0.30\,m_e$, $\rho=5.0$ g/cm$^3$, $\hbar\omega_0=40$ meV, $D=1.0\times10^9$ eV/cm and $T=300$ K. With $kT=25.85$ meV,
\begin{equation}
N=\frac1{e^{40/25.85}-1}=0.270,\qquad A\sqrt{\hbar\omega_0}=1.854\times10^{12}\ \mathrm{s^{-1}}.
\end{equation}
At $E=60$ meV, $E_+/\hbar\omega_0=2.5$ and $E_-/\hbar\omega_0=0.5$. In units of $10^{12}$ s$^{-1}$,
\begin{align}
\Gamma_a&=1.854\times0.2704\times\sqrt{2.5}=0.793,\\
\Gamma_e&=1.854\times1.2704\times\sqrt{0.5}=1.666 .
\end{align}
The sum is $2.46$, so $\tau=0.407$ ps. Other energies give:
\begin{center}
\begin{tabular}{ccccc}
$E$ (meV) & $\Gamma_a$ & $\Gamma_e$ & $1/\tau$ ($10^{12}$ s$^{-1}$) & $\tau$ (ps)\\
20 & 0.614 & 0 & 0.614 & 1.63\\
40 & 0.709 & 0 & 0.709 & 1.41\\
50 & 0.752 & 1.178 & 1.930 & 0.518\\
100 & 0.938 & 2.885 & 3.823 & 0.262
\end{tabular}
\end{center}
By (\ref{crossover}), emission overtakes absorption at $40\times1.687/1.541=43.8$ meV, and $\tau$ falls by a factor of 2.7 between 40 and 50 meV.

With this mechanism alone, that is, without acoustic or impurity scattering, numerical quadrature of (\ref{mobility}) gives $\langle\tau\rangle=0.757$ ps, and
\begin{equation}
\mu=\frac{e\,(0.757\ \mathrm{ps})}{0.30\,m_e}=4.4\times10^3\ \mathrm{cm^2/(V\,s)}.
\end{equation}

The level width follows from $\hbar/\tau=\hbar\omega_0/(\omega_0\tau)$ with $\omega_0=6.08\times10^{13}$ s$^{-1}$. At 50 meV it is $40\times1.93/60.8=1.3$ meV, small compared with the 10 meV that separate this energy from the threshold.

For the heating perturbation, (\ref{heating}) gives $-40/20=-2.0$ at 20 meV and $(40/60)(1.666-0.793)/2.458=0.24$ at 60 meV, in units of $1/\tau$. With the constant $-\frac32$ of heating at fixed density, the two values become 2.1 and 0.67. With neither choice does the isotropic perturbation decay at the rate $1/\tau(E)$.

With a chemical potential of 60 meV, the occupations at 100 and 20 meV are 0.1755 and 0.8245. Both brackets in (\ref{degenerate}) at $E=60$ meV then equal $0.446$, because the two energies lie symmetrically about the chemical potential. The rate is $1.854\times0.446\times(1.581+0.707)=1.89$ in units of $10^{12}$ s$^{-1}$, lower than the $2.46$ of the dilute gas.

For the coupling $|M|^2\propto q^2$, (\ref{ratio}) gives $r=-\frac23\times60/(20+60)=-0.50$ at 20 meV and $-0.29$ at 72 meV. The minus sign means that carriers arrive preferentially against their former direction. To find the effect on the mobility, the Boltzmann equation with in-scattering was solved numerically on ladders of energies spaced by $\hbar\omega_0$, with 24 directions at each energy. The mobility is 0.87 times the value that the out-scattering rate of the same coupling would give. Replacing the collision term by $-f_1/\tau$ would therefore overestimate the mobility by about 15 per cent relative to the full solution at 300 K. The size of the error depends on temperature: the factor 0.87 becomes 0.99 at 150 K and 0.81 at 600 K.

Numerical values quoted here were computed with a short program.
